# Misfit-Dislocation Strain and Band-Edge Modulation Beneath an Epitaxial Silicide: a program that tests the result

```python
"""
Strain and band edges below a periodic array of misfit edge dislocations.

Result under test: in the semiconductor z > 0 the strain is (b/L) times a
function of x/L and z/L. The dilatation contrast between the core line x = 0
and the midpoint x = L/2 is (b/L)(1-2nu)/(1-nu)/sinh(2 pi z/L), with local
decay length (L/2pi) tanh(2 pi z/L). Deformation potentials turn the strain
into shifts of the conduction valleys and of the valence top.

b: Burgers length, L: spacing, nu: Poisson ratio, x: in-plane [110],
z: depth along [001]. The extra half-planes lie in the silicide (z < 0).
Lengths are in nm and energies in eV unless a printed label says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# Rounded model parameters, regime of cobalt disilicide on silicon (001)
burgers = 0.38
misfit = 0.012
nu = 0.25
xi_d, xi_u = 1.1, 9.0
a_v, b_v, d_v = 2.5, -2.2, -5.0
split_off = 0.044
spacing = burgers / misfit
decay = spacing / (2 * np.pi)


def strain(x, z, L=spacing):
    """Closed-form periodic strain: xx, zz, xz."""
    X, Z = 2 * np.pi * x / L, 2 * np.pi * z / L
    den = np.cosh(Z) - np.cos(X)
    p = 0.5 * (np.sinh(Z) / den - 1)
    r = 0.5 * Z * (np.cos(X) * np.cosh(Z) - 1) / den**2
    t = 0.5 * np.sin(X) / den
    v = 0.5 * Z * np.sin(X) * np.sinh(Z) / den**2
    c = burgers / (2 * L * (1 - nu))
    return c * (2 * (1 - nu) * p - r), c * (r - 2 * nu * p), c * (v - t)


def summed_strain(x, z, L=spacing, count=400000):
    """Sum of single-dislocation fields, less the uniform far strain."""
    X = x - L * np.arange(-count, count + 1)
    r4 = (X**2 + z**2)**2
    pref = burgers / (4 * np.pi * (1 - nu))
    sxx = pref * np.sum(z * (3 * X**2 + z**2) / r4)
    szz = -pref * np.sum(z * (X**2 - z**2) / r4)
    sxz = -pref * np.sum(X * (X**2 - z**2) / r4)
    far = burgers / (2 * L)
    exx = (1 - nu) * sxx - nu * szz - far
    ezz = (1 - nu) * szz - nu * sxx + far * nu / (1 - nu)
    return exx, ezz, sxz


def summed_contrast(z, L=spacing):
    core = np.array(summed_strain(0.0, z, L))
    middle = np.array(summed_strain(L / 2, z, L))
    return core - middle


def valleys(exx, ezz):
    """Shifts of the [001] valleys and of the four in-plane valleys."""
    trace = exx + ezz
    return xi_d * trace + xi_u * ezz, xi_d * trace + xi_u * exx / 2


def valley_contrasts(z, L=spacing):
    """Derived core-to-midpoint contrasts of the two valley groups."""
    Z = 2 * np.pi * z / L
    c = burgers / (2 * L * (1 - nu))
    first = 1 / np.sinh(Z)
    second = Z * np.cosh(Z) / np.sinh(Z)**2
    hyd = 2 * (1 - 2 * nu) * xi_d
    ez = c * ((hyd - 2 * nu * xi_u) * first + xi_u * second)
    exy = c * ((hyd + (1 - nu) * xi_u) * first - xi_u * second / 2)
    return ez, exy


def cubic_tensor(exx, ezz, exz):
    s = 1 / np.sqrt(2)
    axes = np.array([[s, -s, 0], [s, s, 0], [0, 0, 1]])
    local = np.array([[exx, 0, exz], [0, 0, 0], [exz, 0, ezz]])
    return axes @ local @ axes.T


def valence_top(exx, ezz, exz):
    root = b_v**2 * (exx / 2 - ezz)**2
    root += d_v**2 * (exx**2 / 4 + exz**2)
    return a_v * (exx + ezz) + np.sqrt(root)


def six_band_top(exx, ezz, exz, delta):
    """Valence top from orbital strain and spin-orbit matrices."""
    e = cubic_tensor(exx, ezz, exz)
    orb = np.zeros((3, 3, 3), complex)
    for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
        orb[i, j, k], orb[i, k, j] = -1j, 1j
    pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                      [[1, 0], [0, -1]]], complex)
    h = a_v * np.trace(e) * np.eye(3, dtype=complex)
    for i in range(3):
        h += -3 * b_v * e[i, i] * (orb[i] @ orb[i] - 2 * np.eye(3) / 3)
        for j in range(i):
            anti = orb[i] @ orb[j] + orb[j] @ orb[i]
            h += -np.sqrt(3) * d_v * e[i, j] * anti
    full = np.kron(h, np.eye(2))
    for i in range(3):
        full += delta / 3 * np.kron(orb[i], pauli[i])
    return np.linalg.eigvalsh(full)[-1] - delta / 3


def mode_columns(s, poisson, shear, mirrored=False):
    """Two decaying solutions: rows ux, uz, sigma_zz, sigma_xz, ezz."""
    ex = np.exp(-s)
    u = np.array([1, s]) * ex
    w = np.array([1, 3 - 4 * poisson + s]) * ex
    du = np.array([-1, 1 - s]) * ex
    dw = np.array([-1, 4 * poisson - 2 - s]) * ex
    lam = 2 * shear * poisson / (1 - 2 * poisson)
    szz = lam * (u + dw) + 2 * shear * dw
    sxz = shear * (du - w)
    sign = -1 if mirrored else 1
    return np.array([u, sign * w, szz, sign * sxz, dw])


def film_contrast(z, thickness, stiffness=1.0):
    """Strain contrast with a free film surface and a film stiffness ratio."""
    total = np.zeros(2)
    for m in range(1, 80, 2):
        k = 2 * np.pi * m / spacing
        sub = mode_columns(0.0, nu, 1.0)[:4]
        top_i = mode_columns(k * thickness, nu, stiffness)[:4]
        low_i = mode_columns(0.0, nu, stiffness, True)[:4]
        top_s = mode_columns(0.0, nu, stiffness)[2:4]
        low_s = mode_columns(k * thickness, nu, stiffness, True)[2:4]
        mat = np.zeros((6, 6))
        mat[:4] = np.hstack([sub, -top_i, -low_i])
        mat[4:, 2:] = np.hstack([top_s, low_s])
        rhs = np.zeros(6)
        rhs[0] = 2 * burgers / spacing
        amp = np.linalg.solve(mat, rhs)[:2]
        field = mode_columns(k * z, nu, 1.0)
        total += 2 * np.array([field[0] @ amp, field[4] @ amp])
    return total


def anisotropic_contrast(z, c11, c13, c33, c55):
    """Strain contrast for equal orthotropic crystals; also decay roots."""
    poly = [c55 * c33,
            -(c55**2 + c11 * c33 - (c13 + c55)**2), c11 * c55]
    q = np.sqrt(np.roots(poly).astype(complex))
    q = np.where(q.real < 0, -q, q)
    ratio = (c11 - c55 * q**2) / (q * (c13 + c55))
    mat = np.array([[1, 1], c13 - c33 * q * ratio])
    amp = np.linalg.solve(mat, np.array([burgers / spacing, 0], complex))
    total = np.zeros(2)
    for m in range(1, 80, 2):
        wave = amp * np.exp(-q * 2 * np.pi * m * z / spacing)
        total += 2 * np.array([wave.sum().real,
                               (-q * ratio * wave).sum().real])
    return total, q


# Symbolic check of equilibrium and of zero normal traction at the interface
xs, zs, ks, ns, A, B = sp.symbols("x z k nu A B", positive=True)
decay_s = sp.exp(-ks * zs)
ux = (A + B * ks * zs) * decay_s * sp.sin(ks * xs)
uz = (A + (3 - 4 * ns) * B + B * ks * zs) * decay_s * sp.cos(ks * xs)
div = sp.diff(ux, xs) + sp.diff(uz, zs)
for comp, var in ((ux, xs), (uz, zs)):
    lap = sp.diff(comp, xs, 2) + sp.diff(comp, zs, 2)
    assert sp.simplify((1 - 2 * ns) * lap + sp.diff(div, var)) == 0
normal = ns * div + (1 - 2 * ns) * sp.diff(uz, zs)
normal = normal.subs(zs, 0).subs(A, -2 * (1 - ns) * B)
assert sp.simplify(normal) == 0

# Closed strains against the direct sum of single-dislocation fields
max_error = 0.0
for x, z in ((0, 2), (3, 5), (8, 10), (spacing / 2, 5), (11, 20)):
    error = np.abs(np.array(strain(x, z)) - summed_strain(x, z)).max()
    max_error = max(max_error, error)
assert max_error < 1e-7

# Half of the Burgers jump belongs to the semiconductor
z_near, half_window = 1e-5 * spacing, 0.1 * spacing
breaks = [z_near * f for f in (1, 10, 100, 1000)]
jump = 2 * quad(lambda x: strain(x, z_near)[0], 0, half_window,
                points=breaks, limit=300)[0]
expected_jump = burgers / 2 - burgers * half_window / spacing
assert abs(jump - expected_jump) < 1e-3 * burgers
period_mean = quad(lambda x: strain(x, 5.0)[0], 0, spacing)[0] / spacing
assert abs(period_mean) < 1e-10

# Dilatation contrast and its decay length, for two spacings
measured_lengths = []
for L in (spacing, 2 * spacing):
    for scaled in (0.3, 1.0, 3.0):
        z = scaled * L / (2 * np.pi)
        dz = 1e-3 * z
        here = summed_contrast(z, L)[:2].sum()
        law = burgers / L * (1 - 2 * nu) / (1 - nu) / np.sinh(scaled)
        assert abs(here / law - 1) < 1e-5
        up = summed_contrast(z + dz, L)[:2].sum()
        down = summed_contrast(z - dz, L)[:2].sum()
        length = -2 * dz / np.log(up / down)
        assert abs(length / (L / (2 * np.pi) * np.tanh(scaled)) - 1) < 1e-4
        if scaled == 3.0:
            measured_lengths.append(length)
assert abs(measured_lengths[1] / measured_lengths[0] - 2) < 1e-4

# Valley contrasts from the full cubic-axis strain tensor
for z in (2.0, 5.0, 10.0, 20.0):
    tensor = cubic_tensor(*summed_contrast(z))
    direct = [xi_d * np.trace(tensor) + xi_u * tensor[i, i]
              for i in (2, 0, 1)]
    ez, exy = valley_contrasts(z)
    assert np.allclose(direct, [ez, exy, exy], atol=2e-6, rtol=0)

reversal = brentq(lambda z: valley_contrasts(z)[1], 3.0, 20.0)
assert abs(valleys(*summed_contrast(reversal)[:2])[1]) < 2e-6

# Near-core law: in-plane valley shift times depth tends to a constant
core_coef = burgers * (1 - 2 * nu) / (4 * np.pi * (1 - nu))
core_coef *= 2 * xi_d + xi_u / 2
for L in (spacing, 2 * spacing):
    near = 0.05 * valleys(*summed_contrast(0.05, L)[:2])[1]
    assert abs(near / core_coef - 1) < 1e-3

# Valence formula against matrices with very large spin-orbit splitting
for x, z in ((0, 5), (4, 5), (9, 10)):
    e = strain(x, z)
    assert abs(valence_top(*e) - six_band_top(*e, 1000.0)) < 2e-6

# Limits of the layered and anisotropic solvers
reference = summed_contrast(5.0)[:2]
assert np.allclose(film_contrast(5.0, 300.0), reference, atol=1e-7)
thin = film_contrast(5.0, 0.001)
assert np.abs(thin).max() < 0.01 * np.abs(reference).max()
nearly_iso = anisotropic_contrast(5.0, 3.0, 1.0, 3.0, 1.00001)[0]
assert np.allclose(nearly_iso, reference, rtol=1e-3, atol=1e-6)

# Worked example
print(f"Burgers length b = {burgers:.2f} nm; misfit f = {misfit:.3f}")
print(f"Poisson ratio nu = {nu:.2f}")
print(f"Xi_d = {xi_d:.1f} eV; Xi_u = {xi_u:.1f} eV")
print(f"a_v = {a_v:.1f} eV; b_v = {b_v:.1f} eV; d_v = {d_v:.1f} eV")
print(f"spin-orbit splitting = {1000*split_off:.0f} meV")
print(f"dislocation spacing L = {spacing:.2f} nm")
print(f"asymptotic decay length L/2pi = {decay:.2f} nm")
print(f"largest strain error against direct sum = {max_error:.1e}")
print(f"decay length at Z=3, spacing L = {measured_lengths[0]:.3f} nm")
print(f"decay length at Z=3, spacing 2L = {measured_lengths[1]:.3f} nm")
print(f"in-plane valley contrast reverses at z = {reversal:.2f} nm")

x_grid = np.linspace(0, spacing / 2, 2001)
for z in (2.0, 5.0, 10.0, 20.0):
    core, middle = strain(0.0, z), strain(spacing / 2, z)
    trace = core[0] + core[1] - middle[0] - middle[1]
    ez, exy = valley_contrasts(z)
    edge = np.minimum(*valleys(*strain(x_grid, z)[:2]))
    local = decay * np.tanh(z / decay)
    print(f"z = {z:.0f} nm: Z = {z/decay:.3f}, local decay {local:.2f} nm")
    print(f"  core strain xx {100*core[0]:.4f} %, zz {100*core[1]:.4f} %")
    print(f"  dilatation contrast {100*trace:.4f} %")
    print(f"  valley contrast: z {1000*ez:.2f}, xy {1000*exy:.2f} meV")
    print(f"  Ec shift: core {1000*edge[0]:.2f}, mid {1000*edge[-1]:.2f} meV")
    print(f"  Ec full lateral range {1000*np.ptp(edge):.2f} meV")
    v4, v6 = valence_top(*core), six_band_top(*core, split_off)
    print(f"  Ev core: formula {1000*v4:.2f}, six-band {1000*v6:.2f} meV")

# Elastic effects left out of the main formula; rough stiffnesses in GPa
c11, c12, c44 = 165.0, 65.0, 80.0
rotated = ((c11 + c12 + 2 * c44) / 2, c12, c11, c44)
print(f"cubic C11, C12, C44 = {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
for z in (5.0, 20.0):
    cases = (("film 30 nm", film_contrast(z, 30.0)),
             ("film 10 nm", film_contrast(z, 10.0)),
             ("thick film, stiffness x1.25", film_contrast(z, 300.0, 1.25)),
             ("cubic anisotropy", anisotropic_contrast(z, *rotated)[0]))
    for name, contrast in cases:
        ez, exy = 1000 * np.array(valleys(*contrast))
        print(f"{name}, z={z:.0f} nm: z {ez:.2f}, xy {exy:.2f} meV")
roots = anisotropic_contrast(5.0, *rotated)[1]
print(f"anisotropic decay length = {decay/roots.real.min():.2f} nm")

# Electronic effects left out of the local band-edge map
q, hbar = const.e, const.hbar
temperature, doping_cm3, bending, eps_r = 300.0, 1e17, 0.5, 12.0
mt, ml = 0.2, 0.9
doping, eps = doping_cm3 * 1e6, eps_r * const.epsilon_0
field = np.sqrt(2 * q * doping * bending / eps)
width = 2 * bending / field * 1e9
image_coef = q / (16 * np.pi * eps) * 1e9
image_depth = np.sqrt(q / (16 * np.pi * eps * field)) * 1e9
m_xy = 2 / (1 / mt + 1 / ml)
wave = 2 * np.pi / (spacing * 1e-9)
kin_z, kin_xy = [1000 * hbar**2 * wave**2 / (2 * m * const.m_e * q)
                 for m in (mt, m_xy)]
e00 = 1000 * hbar / 2 * np.sqrt(doping / (mt * const.m_e * eps))
kt = 1000 * const.k * temperature / q
print(f"T = {temperature:.0f} K; kT = {kt:.2f} meV")
print(f"doping {doping_cm3:.0e} cm^-3; bending {bending:.1f} V")
print(f"relative permittivity {eps_r:.0f}; masses {mt:.1f}, {ml:.1f} m_e")
print(f"field {field/1e8:.3f} MV/cm; depletion width {width:.1f} nm")
print(f"lateral kinetic scale: z {kin_z:.2f}, xy {kin_xy:.2f} meV")
print(f"tunnelling energy E00 = {e00:.2f} meV")
print(f"image-force barrier top, no strain: z = {image_depth:.2f} nm")
print(f"1/z coefficients: strain {core_coef:.4f}, image {image_coef:.4f} eV nm")
print("verified")
```

Running it gives:

```
Burgers length b = 0.38 nm; misfit f = 0.012
Poisson ratio nu = 0.25
Xi_d = 1.1 eV; Xi_u = 9.0 eV
a_v = 2.5 eV; b_v = -2.2 eV; d_v = -5.0 eV
spin-orbit splitting = 44 meV
dislocation spacing L = 31.67 nm
asymptotic decay length L/2pi = 5.04 nm
largest strain error against direct sum = 1.0e-08
decay length at Z=3, spacing L = 5.015 nm
decay length at Z=3, spacing 2L = 10.030 nm
in-plane valley contrast reverses at z = 8.12 nm
z = 2 nm: Z = 0.397, local decay 1.90 nm
  core strain xx 0.4738 %, zz 1.1685 %
  dilatation contrast 1.9640 %
  valley contrast: z 119.17, xy 61.20 meV
  Ec shift: core 39.39, mid -21.82 meV
  Ec full lateral range 86.10 meV
  Ev core: formula 64.73, six-band 73.22 meV
z = 5 nm: Z = 0.992, local decay 3.82 nm
  core strain xx -0.0362 %, zz 0.5076 %
  dilatation contrast 0.6879 %
  valley contrast: z 57.61, xy 13.50 meV
  Ec shift: core 3.56, mid -9.94 meV
  Ec full lateral range 22.85 meV
  Ev core: formula 23.39, six-band 23.47 meV
z = 10 nm: Z = 1.984, local decay 4.85 nm
  core strain xx -0.1021 %, zz 0.2296 %
  dilatation contrast 0.2242 %
  valley contrast: z 33.96, xy -3.19 meV
  Ec shift: core -3.19, mid -11.89 meV
  Ec full lateral range 12.94 meV
  Ev core: formula 9.87, six-band 10.46 meV
z = 20 nm: Z = 3.968, local decay 5.04 nm
  core strain xx -0.0392 %, zz 0.0546 %
  dilatation contrast 0.0303 %
  valley contrast: z 9.79, xy -3.03 meV
  Ec shift: core -1.60, mid -4.70 meV
  Ec full lateral range 4.71 meV
  Ev core: formula 2.29, six-band 2.38 meV
cubic C11, C12, C44 = 165, 65, 80 GPa
film 30 nm, z=5 nm: z 57.64, xy 13.49 meV
film 10 nm, z=5 nm: z 67.41, xy 10.65 meV
thick film, stiffness x1.25, z=5 nm: z 59.18, xy 15.74 meV
cubic anisotropy, z=5 nm: z 65.54, xy 15.32 meV
film 30 nm, z=20 nm: z 9.79, xy -3.03 meV
film 10 nm, z=20 nm: z 10.74, xy -3.40 meV
thick film, stiffness x1.25, z=20 nm: z 10.37, xy -3.19 meV
cubic anisotropy, z=20 nm: z 9.25, xy -3.61 meV
anisotropic decay length = 5.38 nm
T = 300 K; kT = 25.85 meV
doping 1e+17 cm^-3; bending 0.5 V
relative permittivity 12; masses 0.2, 0.9 m_e
field 0.123 MV/cm; depletion width 81.4 nm
lateral kinetic scale: z 7.50, xy 4.58 meV
tunnelling energy E00 = 3.79 meV
image-force barrier top, no strain: z = 1.56 nm
1/z coefficients: strain 0.1351, image 0.0300 eV nm
verified
```
